# Interface density and space-charge overlap in thin ionic multilayers

## A weakly charged layer

Take one layer of thickness $L$ from a stack of two alternating ionic conductors. It contains two mobile defects with charges $\pm e$, equal mobilities and equal bulk densities $c_\infty$. Both faces attract one defect and repel the other, so the densities are $c_\infty e^{\psi}$ and $c_\infty e^{-\psi}$. Here $\psi$ is the amount by which the attracted defect's electrostatic energy is lowered, divided by $kT$. It is zero in bulk and has a fixed value $\phi_0>0$ at each face.

The local conductivity is proportional to $e^{\psi}+e^{-\psi}$, hence equals its bulk value times $\cosh\psi$. Measure position $x$ from mid-layer in units of the Debye length
$$\lambda=\sqrt{\frac{\varepsilon kT}{2e^2c_\infty}},\qquad h=\frac{L}{2\lambda},$$
with $\varepsilon$ the permittivity. Poisson's equation is then $\psi''=\sinh\psi$. A field along the layer drives all depths in parallel, so the conductivity relative to bulk is
$$R=\frac1h\int_0^h\cosh\psi\,dx=1+\frac Mh,\qquad M=\int_0^h(\cosh\psi-1)\,dx .$$
$M$ is the extra conductance that belongs to one interface side.

For $\phi_0\ll1$, $\psi''=\psi$ and $\psi=\phi_0\cosh x/\cosh h$. With $\cosh\psi-1\approx\psi^2/2$ and $\int_0^h\cosh^2x\,dx=\tfrac12(h+\sinh h\cosh h)$,
$$M=\frac{\phi_0^2}{4}\left(\tanh h+\frac{h}{\cosh^2h}\right).$$

Three behaviours are visible.

- **Thick layers.** $M\to M_\infty=\phi_0^2/4$, a constant, so $R-1=2\lambda M_\infty/L$. Thinning helps because it packs in more interfaces.
- **Overlap.** The derivative of the bracket is $2(1-h\tanh h)/\cosh^2h$. The bracket therefore peaks where $h\tanh h=1$, at $h=1.200$. There $\tanh h=1/h$, and the bracket is $1/h+h(1-1/h^2)=h$. The net gain over an isolated interface is thus at most 20%.
- **Very thin layers.** The bracket tends to $2h$, so $R\to1+\phi_0^2/2$. The whole layer has reached the interface composition.

The gain vanishes when $h/\cosh^2h=1-\tanh h$. Multiplication by $\cosh^2h$ gives $h=e^{-h}\cosh h$, or $2h=1+e^{-2h}$, hence $L=1.28\lambda$. Overlap is therefore a limited bonus followed by saturation. As the tails first meet, the excess grows somewhat faster than $1/L$, but this steepening is temporary and does not start a new growth law.

## Why the interface value stays fixed

Let materials A and B share one mobile monovalent anion, with dilute vacancies (charge $+e$) and interstitials (charge $-e$) in full equilibrium. Assume no dopants, strain, interface charge or special interface sites. With site density $N$, defect free energies $g_v,g_i$, potential $\Phi$ and anion electrochemical potential $\tilde\mu$,
$$g_i+kT\ln\frac{c_i}{N}-e\Phi=\tilde\mu,\qquad g_v+kT\ln\frac{c_v}{N}+e\Phi=-\tilde\mu .$$
Adding these gives $c_ic_v=N^2e^{-(g_i+g_v)/kT}=c_\infty^2$. In neutral bulk $c_i=c_v$, and subtracting gives $e\Phi_{\rm bulk}=(g_i-g_v)/2-\tilde\mu$. Since $\tilde\mu$ is common to the stack, the bulk levels differ by
$$e(\Phi_A-\Phi_B)=\Delta=\tfrac12\left[(g_i-g_v)_A-(g_i-g_v)_B\right],$$
taken positive. Define $\psi=e(\Phi_A-\Phi)/kT$ in A and $\psi=e(\Phi-\Phi_B)/kT$ in B. Then vacancies in A and interstitials in B have density $c_\infty e^\psi$: anions have moved from A to B. If $\varepsilon$ and $c_\infty$ are equal in both materials, both signs lead to $\psi''=\sinh\psi$.

Continuity of $\Phi$ requires the two edge values of $\psi$ to add to $\Delta/kT$. Continuity of electric displacement requires equal slopes towards the interface. Both layers have the same thickness and, by reflection symmetry, zero slope at mid-layer. A larger mid-layer value makes $\psi$ larger at every depth, which raises the edge value and also the edge slope, $\int_0^h\sinh\psi\,dx$. Equal slopes therefore imply equal edge values:
$$\phi_0=\frac{\Delta}{2kT}\quad\text{for every }L.$$

The mobilities $u_v,u_i$ may now differ, provided each is the same in A and B. At matching depths, the average conductivity is
$$\frac{ec_\infty}{2}\left[(u_ve^\psi+u_ie^{-\psi})+(u_ve^{-\psi}+u_ie^\psi)\right]=ec_\infty(u_v+u_i)\cosh\psi .$$
The formula for $R$ survives as an average over the stack, although A and B individually differ.

This also shows why thinning raises $R$ at every thickness. Put $t=x/h$, so $\psi_{tt}=h^2\sinh\psi$ with $\psi(1)=\phi_0$. Compare $h_1<h_2$ and let $w=\psi_1-\psi_2$. At a negative minimum of $w$ we would need $w_{tt}\ge0$. But there $0<\psi_1<\psi_2$, so $w_{tt}=h_1^2\sinh\psi_1-h_2^2\sinh\psi_2<0$. Hence $w\ge0$. It cannot vanish everywhere, because the two equations differ. The thinner layer has the larger average of $\cosh\psi$.

## First contribution: more interfaces

Multiply $\psi''=\sinh\psi$ by $\psi'$ and integrate from mid-layer, where $\psi=\psi_m$:
$$\psi'^2=2(\cosh\psi-C),\qquad C=\cosh\psi_m .$$
For an isolated interface $C=1$. If $z$ is the distance from it in units of $\lambda$, then $d\psi/dz=-2\sinh(\psi/2)$. Using $\cosh\psi-1=2\sinh^2(\psi/2)$,
$$M_\infty=\int_0^{\phi_0}\sinh\frac\psi2\,d\psi=2\left(\cosh\frac{\phi_0}{2}-1\right)=4\sinh^2\frac{\phi_0}{4},$$
$$R_{\rm line}=1+\frac{8\lambda}{L}\sinh^2\frac{\phi_0}{4}.$$
This contribution leaves each interface unchanged and counts how many there are per unit thickness.

## Second contribution: lost tails and real overlap

The $1/L$ line counts tails that extend beyond mid-layer and no longer fit. To remove them, first find the isolated profile. Its equation gives $d\ln\tanh(\psi/4)/dz=-1$, so
$$\tanh\frac{\psi_{\rm iso}}4=\gamma e^{-z},\qquad \gamma=\tanh\frac{\phi_0}4 .$$
Cutting this profile at $z=h$ leaves
$$M_{\rm cut}=\int_{\psi_{\rm iso}(h)}^{\phi_0}\sinh\frac\psi2\,d\psi
=2\cosh\frac{\phi_0}{2}-2\cosh\frac{\psi_{\rm iso}(h)}{2}.$$
The true profile starts from the same $\phi_0$ but has $C>1$. At any given $\psi$ it falls less steeply, so it lies above the isolated one and $M>M_{\rm cut}$. This separates the effects:
$$R=R_{\rm line}-\underbrace{\frac{M_\infty-M_{\rm cut}}h}_{\text{lost tails}}+\underbrace{\frac{M-M_{\rm cut}}h}_{\text{overlap}} .$$

For the full $M$, set $\sinh(\psi/2)=s\cosh u$ with $s=\sinh(\psi_m/2)$. Then $\psi'=2s\sinh u$ and $d\psi=2s\sinh u\,du/\cosh(\psi/2)$, so $dx=du/\sqrt{1+s^2\cosh^2u}$. Therefore
$$h=\int_0^U\frac{du}{\sqrt{1+s^2\cosh^2u}},\qquad
M=\int_0^U\frac{2s^2\cosh^2u\,du}{\sqrt{1+s^2\cosh^2u}},$$
where $\cosh U=\sinh(\phi_0/2)/s$. The first integral fixes $s$ and the second gives $M$.

## Which wins at first contact?

Consider $\omega=\int_0^h[\psi'^2/2+\cosh\psi-1]\,dx$. When $h$ changes, the integrand at the edge contributes directly. The change of profile contributes $\psi'\partial_h\psi$ at the edge, after integration by parts and use of $\psi''=\sinh\psi$. Keeping the edge at $\phi_0$ requires $\partial_h\psi=-\psi'$ there. Thus
$$\frac{d\omega}{dh}=\cosh\phi_0-1-\frac{\psi'^2}{2}=C-1 .$$
The first integral also gives $\omega=2M-h(C-1)$. Differentiating $M=\tfrac12[\omega+h(C-1)]$ yields
$$\frac{dM}{dh}=C-1+\frac h2\frac{dC}{dh}.$$

When the tails barely meet, each contributes $4\gamma e^{-h}$ at mid-layer. To leading order $\psi_m\approx8\gamma e^{-h}$ and $C-1\approx32\gamma^2e^{-2h}$, so $dM/dh\approx32\gamma^2e^{-2h}(1-h)$. Integrating from $h$ to infinity,
$$M-M_\infty\approx32\gamma^2\int_h^\infty(t-1)e^{-2t}dt
=8\gamma^2e^{-L/\lambda}\left(\frac L\lambda-1\right).$$
At onset, overlap outweighs the lost tails.

The gain is bounded at any overlap. Since $\cosh\psi=\sinh\psi+e^{-\psi}$,
$$M=\psi'_{\rm edge}+\int_0^h(e^{-\psi}-1)\,dx<2\sinh\frac{\phi_0}{2},$$
because $\psi'_{\rm edge}<2\sinh(\phi_0/2)$ and the integral is negative. Subtracting $M_\infty=2\cosh(\phi_0/2)-2$ gives
$$M-M_\infty<2(1-e^{-\phi_0/2}).$$
Writing $M_\infty=e^{-\phi_0/2}(e^{\phi_0/2}-1)^2$ then gives
$$\frac{M-M_\infty}{M_\infty}<\frac{2}{e^{\phi_0/2}-1}.$$
For strong accumulation the relative bonus must therefore be small.

## The ceiling

For $h^2\cosh\phi_0\ll1$ the profile is nearly flat, $\psi\approx\phi_0-\tfrac12(h^2-x^2)\sinh\phi_0$. The average of $h^2-x^2$ is $2h^2/3$, so
$$R\approx\cosh\phi_0-\frac{h^2}{3}\sinh^2\phi_0 .$$
The $1/L$ line reaches this ceiling when $h=M_\infty/(\cosh\phi_0-1)$. Since $\cosh\phi_0-1=8\sinh^2(\phi_0/4)\cosh^2(\phi_0/4)$,
$$L_*=2\lambda h=\frac{\lambda}{\cosh^2(\phi_0/4)} .$$
For strong accumulation $L_*$ is much shorter than $\lambda$. The $1/L$ line can therefore remain a fair estimate even after the space charges overlap.

## Weighing the contributions

Take model layers at 500 K with relative permittivity 7 and $N=5\times10^{28}$ m$^{-3}$. Let $(g_i,g_v)$ be $(0.75,0.35)$ eV in A and $(0.35,0.75)$ eV in B. With $kT=0.04309$ eV,
$$c_\infty=5\times10^{28}\,e^{-1.10/(2\times0.04309)}=1.43\times10^{23}\ \mathrm{m^{-3}},\qquad \lambda=7.64\ \mathrm{nm}.$$
Also $\Delta=\tfrac12[0.40-(-0.40)]=0.40$ eV, so $\phi_0=0.40/(2\times0.04309)=4.64$ and $M_\infty=8.28$. At the interface about $3\times10^{-4}$ of the sites carry a majority defect, so competition for sites is negligible. Coulomb correlations between individual defects are not: two unit charges interact with energy $kT$ at a distance $e^2/(4\pi\varepsilon kT)=4.8$ nm, while the accumulation decays over only about 1.5 nm and an isolated interface holds $4c_\infty\lambda\sinh(\phi_0/2)=2.2\times10^{16}$ transferred charges per m$^2$ on each side, about 7 nm apart along the interface. The thinnest layers below are no thicker than this spacing. The mean potential in Poisson's equation omits these correlations, so the numbers below illustrate the model and do not predict a real material.

At 100 nm, $R_{\rm line}=1+2(7.635/100)(8.283)=2.265$, which agrees with the full value to the printed digits. Thinner layers separate as follows; all entries are ratios to bulk, and sums may differ in the last digit through rounding.

| $L$ (nm) | $1/L$ line | lost tails | overlap | $R$ |
|---:|---:|---:|---:|---:|
| 50 | 3.53 | −0.00 | +0.01 | 3.54 |
| 20 | 7.32 | −0.16 | +0.56 | 7.73 |
| 10 | 13.65 | −1.36 | +2.26 | 14.55 |
| 5 | 26.30 | −6.59 | +5.76 | 25.47 |
| 2 | 64.24 | −32.95 | +10.27 | 41.56 |

At 20 nm, or $2.6\lambda$, the mid-layer conductivity, averaged over A and B, is still 2.3 times the bulk value. Yet the line supplies 6.32 of the total excess $R-1=6.73$, about 94%. The largest net gain for this $\phi_0$, overlap minus lost tails, is 7.9% of the isolated excess, near $1.7\lambda$; the bound of 22% is not approached. Below $0.76\lambda$, about 5.8 nm, the lost tails win. At 2 nm the line even exceeds the ceiling of 51.9, which the average over A and B can never do in this model. That entry is a formal continuum result, since so thin a layer holds few atomic planes.

With $u_v=4\times10^{-9}$ and $u_i=1\times10^{-9}$ m$^2$/(V s), the stack conductivity rises from $1.87\times10^{-4}$ S/m at 200 nm to $1.67\times10^{-3}$ S/m at 10 nm. In the 10 nm stack, A conducts about four times as well as B, because its majority defect is the faster one.

A coupled Poisson solution for both materials, with the interface value left free, tested the reduction at four thicknesses. It returned the same $\phi_0$ and agreed with the integrals for $R$ to a relative difference below $10^{-9}$. The numerical output lists the full series.

These weights belong to the symmetric, undoped model. Unequal layer thicknesses, defect densities or permittivities remove the symmetry that fixed $\phi_0$, mobilities that differ between A and B undo the $\cosh\psi$ average, and immobile dopants add a charge to Poisson's equation. A measured rise well above the $1/L$ line at strong accumulation would therefore need a cause outside this model; overlap alone cannot supply it here.

## Values computed for the example and the checks

```
INPUTS
temperature 500 K; kT 0.04309 eV
relative permittivity 7.0
site density 5.00e+28 m^-3
A: g_interstitial 0.75 eV, g_vacancy 0.35 eV
B: g_interstitial 0.35 eV, g_vacancy 0.75 eV
mobilities: vacancy 4.0e-09, interstitial 1.0e-09 m^2/(V s)
DERIVED QUANTITIES
bulk defect density 1.4296e+23 m^-3
Debye length 7.635 nm
bulk potential energy difference Delta 0.400 eV
interface potential phi0 4.6418 (units kT/e)
interface majority density 1.4829e+25 m^-3
interface defect fraction of sites 2.966e-04
bulk conductivity 1.1452e-04 S/m
isolated excess M_inf 8.2831 (units lambda)
ceiling of R 51.871
ceiling conductivity 5.9404e-03 S/m
1/L line meets ceiling at 2.486 nm
THICKNESS SERIES (R, line, cut, mid: ratios to bulk)
L/nm  L/lambda  sigma/(S/m)  R  1/L-line  cut  mid  M/M_inf
 200   26.195   1.8695e-04    1.632    1.632    1.632    1.000   1.0000
 100   13.097   2.5938e-04    2.265    2.265    2.265    1.000   1.0000
  50    6.549   4.0570e-04    3.543    3.530    3.529    1.030   1.0051
  30    3.929   6.1342e-04    5.356    5.216    5.189    1.381   1.0332
  20    2.619   8.8512e-04    7.729    7.324    7.166    2.340   1.0640
  10    1.310   1.6659e-03   14.546   13.648   12.289    6.794   1.0710
   5    0.655   2.9168e-03   25.469   26.297   19.709   17.157   0.9673
   2    0.262   4.7597e-03   41.561   64.242   31.296   37.064   0.6414
10 nm: layer A 2.6622e-03 S/m, layer B 6.6962e-04 S/m
OVERLAP GAIN OVER THE 1/L EXCESS
phi0  peak M/M_inf  at L/lambda  gain zero at L/lambda  gain bound
 0.0200   1.19967    2.3993    1.2784   199.00167
 4.6418   1.07866    1.7197    0.7564     0.21775
 8.0000   1.02240    1.0783    0.3787     0.03731
12.0000   1.00391    0.5732    0.1498     0.00497
weak-limit roots: h 1.19968, L/lambda 1.27846
largest relative mismatch, coupled solution vs integrals: 2.8e-10
```
